# Spinless Landau levels of a Kane band and their shrinking spacing

Q: An electron in a magnetic field is a harmonic oscillator, and an oscillator has equal steps. Why should a III-V conduction band be any different?

A: The equal steps belong to the operator \(\pi_x^2+\pi_y^2\), where \(\boldsymbol\pi=\mathbf p+e\mathbf A\) is the kinetic momentum of a carrier of charge \(-e\). They become equal steps in energy if the energy is proportional to that operator. In a narrow-gap band it is not, so we have to find out how the two are related.

Q: Suppose I take a nonparabolic formula for \(E(k)\) and put \(\boldsymbol\pi/\hbar\) in place of \(\mathbf k\). But \(\pi_x\) and \(\pi_y\) do not commute. How do you know which order to write them in?

A: I start one stage earlier, from the coupled bands, where the momentum enters linearly and there is nothing to order. Take one s-like conduction band with its edge at \(E=0\) and three p-like valence bands with their edge at \(E=-G\), where \(G\) is the gap. The model keeps one coupling constant \(P\), an energy times a length, which links s to \(p_i\) through the momentum component along \(i\). Spin, spin-orbit coupling, more distant bands and the free-electron kinetic energy are left out. With the phases of the p states chosen to make \(P\) real, the envelope functions obey

\[
E\,s=\frac{P}{\hbar}\sum_{i=x,y,z}\pi_i\,p_i ,\qquad (E+G)\,p_i=\frac{P}{\hbar}\,\pi_i\,s .
\]

Multiply the first equation by the number \(E+G\), which commutes with \(\pi_i\) because the gap is uniform, and insert the second:

\[
E(E+G)\,s=\frac{P}{\hbar}\sum_i\pi_i\,(E+G)p_i=\frac{P^2}{\hbar^2}\sum_i\pi_i^2\,s .
\]

Each component meets only itself, so no product such as \(\pi_x\pi_y\) appears and no ordering has to be chosen.

Q: Have you lost any states by eliminating the p functions?

A: A state with \(s=0\) and some nonzero \(p_i\) must have \(E=-G\) by the second equation. These are flat valence states. Every other state has \(s\neq0\) and is found from the equation for \(s\). The conduction band lies at \(E>0\), so nothing in it is missed.

Q: And where is the effective mass?

A: It fixes \(P\). At zero field \(\pi_i=\hbar k_i\), and for \(E\ll G\) the equation reads \(EG\simeq P^2k^2\). Setting this equal to \(E=\hbar^2k^2/2m\), with \(m\) the band-edge mass, gives \(P^2=\hbar^2G/2m\). Put that back, divide by \(G\), and define \(\alpha=1/G\):

\[
E(1+\alpha E)\,s=\frac{\boldsymbol\pi^2}{2m}\,s .
\]

This is the Kane relation as an operator equation. In this model \(\alpha\) is the inverse gap and not a separate fitting parameter.

Q: Would spin-orbit coupling spoil the elimination?

A: It would change it. The valence block would then no longer be a multiple of the identity, and terms \(\pi_i\pi_j\) with \(i\neq j\) would survive. Their antisymmetric part is a commutator proportional to the field, and it acts on the spin. That is how the band structure produces a large g-factor. Leaving out spin is therefore a real omission, whose size is worked out below.

Q: Then find the eigenvalues of \(\boldsymbol\pi^2/2m\), with the signs shown.

A: Let \(B>0\) point along \(z\), with \(A_z=0\) and \(A_x,A_y\) independent of \(z\). Then

\[
[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e\,(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\]

Define the magnetic length by \(\ell^2=\hbar/eB\) and the operator \(a=(\ell/\sqrt2\,\hbar)(\pi_x-i\pi_y)\). Its commutator is

\[
[a,a^\dagger]=\frac{\ell^2}{2\hbar^2}\,2i\,[\pi_x,\pi_y]=\frac{\ell^2}{2\hbar^2}\,2\hbar eB=1 .
\]

So \(a^\dagger a\) has the eigenvalues \(n=0,1,2,\dots\): the operator \(a\) lowers the eigenvalue by one, and since \(a^\dagger a\) cannot be negative the descent must end at zero. Next multiply out

\[
a^\dagger a=\frac{\ell^2}{2\hbar^2}\left(\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]\right)=\frac{\ell^2}{2\hbar^2}\left(\pi_x^2+\pi_y^2-\hbar eB\right).
\]

Since \(2\hbar^2/\ell^2=2\hbar eB\), this gives \(\pi_x^2+\pi_y^2=2\hbar eB\,(n+\tfrac12)\). Dividing by \(2m\) and writing \(\omega=eB/m\), we have

\[
\frac{\boldsymbol\pi^2}{2m}\;\to\;X_n=\hbar\omega\left(n+\tfrac12\right)+U,\qquad U=\frac{\hbar^2k_z^2}{2m}.
\]

Q: A channel is a thin layer. What is \(k_z\) there?

A: Let the field be normal to a layer of width \(W\) with hard walls. Here \(\pi_z=p_z\) commutes with the in-plane operators, so the motions separate. For the Hamiltonian to be Hermitian, the boundary term left by integration by parts must vanish. That term is a product of \(s\) and the \(p_z\) envelope, so it is enough that \(s=0\) at the walls. Then \(s\propto\sin(j\pi z/W)\) and \(k_z=j\pi/W\) with \(j=1,2,\dots\), while the \(p_z\) envelope follows the cosine and stays finite at the wall.

Q: So the right-hand side still has equal steps. What does the left-hand side do to them?

A: We solve \(\alpha E^2+E-X_n=0\):

\[
E_n=\frac{-1+\sqrt{1+4\alpha X_n}}{2\alpha}.
\]

The plus sign gives \(E_n>0\), the conduction band. The two roots add up to \(-1/\alpha=-G\), so the other root is \(-G-E_n\), the light valence band, a mirror image of the conduction band in this model.

Q: A square root flattens as its argument grows, so I can guess the answer. Can you show it without relying on a picture?

A: Write the quadratic equation for \(n+1\) and for \(n\) at the same \(B\) and \(U\), and subtract. The right-hand sides differ by \(\hbar\omega\):

\[
E_{n+1}-E_n+\alpha\left(E_{n+1}^2-E_n^2\right)=\hbar\omega .
\]

The difference of squares contains the factor \(E_{n+1}-E_n\). Taking it out gives

\[
E_{n+1}-E_n=\frac{\hbar\omega}{1+\alpha\,(E_n+E_{n+1})} .
\]

No approximation has been made within the model. The right-hand side is positive, so the levels rise with \(n\). Hence the sum in the denominator rises with \(n\) as well, and each spacing is smaller than the one before it. That proves, at fixed field, that the spacings shrink up the ladder of one subband.

Q: You have shown that the spacing falls with \(n\). Does it also fall with energy as such? Could two levels of the same energy but different \(n\) and \(U\) have different spacings?

A: They cannot. Call the lower level \(E\) and the spacing above it \(\Delta\). The upper level satisfies \((E+\Delta)(1+\alpha E+\alpha\Delta)=X_n+\hbar\omega\). Expand the left-hand side and subtract \(E+\alpha E^2=X_n\):

\[
\alpha\Delta^2+(1+2\alpha E)\Delta-\hbar\omega=0 .
\]

Neither \(n\) nor \(U\) remains. At a given field the energy alone fixes the spacing to the next level of the same subband, however that energy is shared between motion in the plane and motion across the channel. This needs \(U\) to be the same for both levels, as it is with hard walls; for the finite barrier treated below the rule is off by up to about 2%. Differentiate with respect to \(E\) at fixed \(B\):

\[
(2\alpha\Delta+1+2\alpha E)\frac{d\Delta}{dE}+2\alpha\Delta=0
\quad\Rightarrow\quad
\frac{d\Delta}{dE}=-\frac{2\alpha\Delta}{1+2\alpha E+2\alpha\Delta}<0 .
\]

Q: What is the physical reason? "The electron gets heavier" is a phrase, not an argument.

A: It can be made into one. The cyclotron mass at zero field is defined by the area \(S=\pi k_\parallel^2\) of the orbit in \(k\)-space, where \(k_\parallel\) is the in-plane wave number. At fixed \(k_z\), using \(\hbar^2k_\parallel^2/2m=E(1+\alpha E)-U\),

\[
m_c(E)=\frac{\hbar^2}{2\pi}\frac{dS}{dE}=\frac{\hbar^2}{2}\frac{dk_\parallel^2}{dE}=m\,(1+2\alpha E).
\]

With the midpoint energy \(\bar E=(E_n+E_{n+1})/2\), the denominator of the spacing is \(1+2\alpha\bar E\). Therefore

\[
E_{n+1}-E_n=\frac{\hbar eB}{m_c(\bar E)} .
\]

The semiclassical rule holds here without correction if the mass is taken at the midpoint. The reason is that \(X\) is a quadratic function of \(E\), and the difference of a quadratic function over an interval equals its slope at the midpoint times the length of the interval.

Q: And why does the mass grow?

A: Because valence character is mixed in. From \(p_i=(P/\hbar)\pi_is/(E+G)\), the total p-weight relative to the s-weight is

\[
\frac{(P^2/\hbar^2)\,\langle s|\boldsymbol\pi^2|s\rangle}{(E+G)^2\,\langle s|s\rangle}=\frac{E(E+G)}{(E+G)^2}=\frac{E}{E+G}.
\]

The normalized s-weight is therefore

\[
w=\frac{1}{1+E/(E+G)}=\frac{E+G}{2E+G}=\frac{1+\alpha E}{1+2\alpha E},
\]

which falls from 1 towards \(1/2\). On the other hand, differentiating \(E+\alpha E^2=X\) gives

\[
\frac{dE}{dX}=\frac{1}{1+2\alpha E}=2w-1 .
\]

This is the s-weight minus the p-weight. A pure s state takes up a change in \(X\) in full. As the two weights approach each other, the energy responds less and less to the same step \(\hbar\omega\).

Q: Check the limits. What happens with a wide gap?

A: For \(\alpha X\ll1\) replace \(E_n+E_{n+1}\) by \(X_n+X_{n+1}=2\hbar\omega(n+1)+2U\). To first order in \(\alpha\),

\[
E_{n+1}-E_n\simeq\hbar\omega\left[1-2\alpha\big(\hbar\omega(n+1)+U\big)\right].
\]

At \(\alpha=0\) the equal steps return, whatever the value of \(U\). Confinement by hard walls alone therefore does not make the ladder uneven. When \(\alpha>0\) it lifts the ladder to energies where the mass is larger, which makes every spacing smaller. In the opposite limit, \(\alpha X\gg1\), one has \(E\simeq\sqrt{X/\alpha}\), and if \(X\gg\hbar\omega\) as well, the spacing tends to \(\hbar\omega/(2\sqrt{\alpha X})\). For large \(n\) it falls as \(n^{-1/2}\). That limit is formal: it needs energies far above the gap, where the bands left out of the model can no longer be ignored.

Q: Why do you insist on fixed field? If I raise \(B\), all levels go up in energy. Do the spacings shrink then too?

A: No, they grow. Let \(N=n+\tfrac12\) and \(r_N=\sqrt{1+4\alpha U+4\alpha\hbar\omega N}\), so that the spacing is \((r_{N+1}-r_N)/2\alpha\). At fixed \(n\) and \(U\),

\[
\frac{d(E_{n+1}-E_n)}{d(\hbar\omega)}=\frac{N+1}{r_{N+1}}-\frac{N}{r_N}.
\]

To find the sign, compare the squares of \((N+1)r_N\) and \(Nr_{N+1}\). With \(c=1+4\alpha U\) and \(b=4\alpha\hbar\omega\),

\[
(N+1)^2(c+bN)-N^2(c+bN+b)=c(2N+1)+bN(N+1)>0 .
\]

The derivative is positive. The larger step \(\hbar\omega\) outweighs the larger mass, so a comparison that lets the field vary would mix two opposing effects.

Q: Now give me numbers for a channel.

A: Take \(G=0.40\) eV, \(m=0.025\,m_0\), \(W=15\) nm and \(B=10\) T. These are round values in the regime of an InAs channel. They give \(\alpha=2.5\ \mathrm{eV^{-1}}\), \(\hbar^2/2m=1.524\ \mathrm{eV\,nm^2}\) and \(\ell=8.113\) nm. Then

\[
\hbar\omega=\frac{2(1.524)}{8.113^2}\ \mathrm{eV}=46.3\ \mathrm{meV},\qquad
U=\frac{1.524\,\pi^2}{15^2}\ \mathrm{eV}=66.85\ \mathrm{meV}.
\]

For \(n=0\) we have \(X_0=90.0\) meV and

\[
E_0=\frac{-1+\sqrt{1+4(2.5)(0.0900)}}{2(2.5)}\ \mathrm{eV}=75.7\ \mathrm{meV}.
\]

In the same way \(X_1=136.3\) meV gives \(E_1=107.4\) meV. The first spacing follows from the identity:

\[
E_1-E_0=\frac{46.3\ \mathrm{meV}}{1+2.5\,(0.0757+0.1074)}=31.8\ \mathrm{meV}.
\]

The next levels are 136.2, 162.7 and 187.4 meV. The four spacings are 31.8, 28.8, 26.5 and 24.7 meV, a fall of 22% from first to last. A parabolic band of the same mass would have 46.3 meV throughout. Between \(E_0\) and \(E_4\) the cyclotron mass rises from 0.034 to 0.048 \(m_0\), and the s-weight falls from 0.86 to 0.76.

Q: Would a measurement that lists all levels in order show this steady decrease?

A: Within this one-electron model, only up to a point. With hard walls the second subband starts its own ladder at 195 meV, just above \(E_4\). With a finite barrier it starts lower, and for the 1.3 eV barrier considered below it already comes in before the \(n=4\) level of the first subband. Once the ladders overlap, the distance between neighbours in the combined list follows no such rule. The theorem compares levels of one subband.

Q: All this rests on eliminating the p states. Has the original four-band problem been solved directly?

A: Yes, numerically. With the Landau gauge on a real-space grid, the same \(k_z\), and the orbit centre displaced by half a magnetic length, the five levels agree with the formula to 3 µeV. A second calculation, with the hard-wall channel resolved on a grid in \(z\), gives the six lowest levels, including the first of the second subband, to 11 µeV. When the gap is raised to 400 eV at the same \(m\), \(B\) and \(k_z\), the ratio of the last spacing to the first becomes 0.9993. The first-order formula gives \(1-6\alpha\hbar\omega=0.9993\) for that gap. So the unevenness does go away with \(\alpha\), while the confinement stays.

Q: Real InAs has strong spin-orbit coupling. Does the result survive?

A: In an eight-band calculation it does. I used a spin-orbit splitting of 0.40 eV, a rough value, with the same band-edge mass, the free-spin Zeeman term, and a running wave of the same \(k_z\) instead of the standing wave. Each level splits in two, by 5.0 meV at \(n=0\) and 2.7 meV at \(n=4\). The spacings between the means of the pairs are 32.8, 29.9, 27.6 and 25.8 meV. They are 3 to 5% larger than the spinless ones and still decrease. These small differences add up: from \(n=0\) to \(n=4\) the centres of the pairs rise about 4 meV more than the spinless levels do, which is more than the splitting at \(n=4\). The spinless ladder therefore approximates the spacings between the centres, and not the positions of the separate spin levels.

Q: What about the free-electron kinetic energy and the hard walls?

A: Restoring the free-electron term in the s band, with the band-edge mass held fixed, raises the spacings by 1 to 2%. In real InAs the more distant bands add a term of the same form that is larger and of opposite sign. With a Kane energy \(2m_0P^2/\hbar^2=21.5\) eV, a common literature value, the eight-band model needs an s-band term of \(-4.8\,\hbar^2k^2/2m_0\) to keep the same band-edge mass. The mean spacings then fall by 4 to 7%, to 31.5, 28.4, 26.0 and 24.1 meV, and still decrease. The walls act the other way, by 3 to 5%. For a barrier 1.3 eV high, with the same \(P\) and the same valence edge as the well, the wave leaks out and \(E_0\) drops from 75.7 to 64.6 meV. The spacings become 33.2, 29.8, 27.3 and 25.3 meV. Most of the change in the first one is the lower energy at work: putting the new levels, 64.6 and 97.9 meV, into the identity gives 32.9 meV. The remaining 0.3 meV arises because \(k_z\) now depends slightly on \(n\), so \(U\) is no longer the same for both levels.

Q: How close is this to an actual device?

A: The gap, mass and width are rough values suited to an InAs quantum well. A field of 10 T belongs to the laboratory and not to transistor operation. The flat well is an assumption too. A sheet density of \(10^{12}\ \mathrm{cm^{-2}}\), spread evenly over the width and balanced by equal positive charges on the two sides, with a relative permittivity of 15, bends the band by 23 meV between centre and wall. A shift common to the whole well would do no harm, since \(E\) is counted from the band edge. The uneven part does alter the local kinetic energy. If the whole 23 meV were miscounted as kinetic energy, the first spacing would change by about \(2\alpha(23\ \mathrm{meV})/(1+2\alpha\bar E)\approx8\%\). This is only a generous upper bound, because most of the bending moves all levels together. Putting the bending into the coupled equations raises the spacings by 0.2 to 0.5%. With the charge distribution found self-consistently the bending is 29 meV and the rise is 0.3 to 0.6%.

Two interactions are missing as well. The longitudinal optical phonon of InAs has an energy of about 30 meV, close to the spacings found here. Near such a match, a level mixes with the level below it plus one phonon, which can shift or split it by several meV. Exchange between the electrons also moves filled and empty levels by different amounts. Either effect can be as large as the difference between one spacing and the next, so a ladder measured near 10 T need not follow these numbers or show their steady decrease.

Q: Could one resolve the levels at all?

A: In the one-electron picture and at low temperature, yes, on these numbers. For a mobility of \(10^5\ \mathrm{cm^2/Vs}\) the collision broadening \(\hbar/\tau\) at \(E_0\) is 0.34 meV, and the thermal energy at 4.2 K is 0.36 meV. Both are far below the spacings. A strong field changes the level width, however. For weak short-range scatterers the self-consistent Born approximation gives a half-width \(\sqrt{(2/\pi)\,(\hbar eB/m_c)\,(\hbar/\tau)}\). With \(\hbar eB/m_c=33.6\) meV at \(E_0\) this is 2.7 meV. With the larger mass at the zero-field Fermi energy of 124 meV, to which the mobility properly refers, it is 2.3 meV. Either way the full width is about 5 meV. That is still well below the spacings, but it is as large as the spin splitting, so the two levels of a pair may not be resolved. The mobility also gives little weight to small-angle scattering, which can widen the levels further, so for a real sample the level width has to be measured. Each level holds \(4.8\times10^{11}\ \mathrm{cm^{-2}}\) electrons, counting both spins, so the density above fills \(n=0\) and \(n=1\) and a small part of \(n=2\). Without exchange and phonon coupling, the spacings next to the partly filled level are 28.8 meV below it and 26.5 meV above it. At 300 K the thermal energy is 26 meV, comparable with the spacings, and the electrons spread over several levels.

## Computed values

```
gap: 0.40 eV; alpha: 2.50 1/eV
band-edge mass: 0.025 m0
channel width: 15.0 nm; field: 10.0 T
magnetic length: 8.113 nm
hbar^2/2m: 1.5240 eV nm^2
parabolic spacing hw: 46.31 meV
confinement term U: 66.85 meV
X_n, n=0..4: 90.00  136.31  182.62  228.92  275.23 meV
E_n, n=0..4: 75.68  107.45  136.22  162.73  187.42 meV
spacings 0-1 to 3-4: 31.76  28.78  26.50  24.69 meV
grid spacings 0-1 to 3-4: 31.76  28.78  26.50  24.69 meV
fall from first to last spacing: 22.3 %
cyclotron mass at E_n: 0.0345  0.0384  0.0420  0.0453  0.0484 m0
s-weight at E_n: 0.863  0.825  0.797  0.776  0.758
lowest level of second subband: 195.25 meV
largest level error, Landau-gauge grid: 3.1 ueV
largest level error, channel grid: 11.1 ueV
huge-gap control, gap: 400 eV
control, last/first spacing: 0.99927
Neglected effects
spin-orbit splitting used: 0.40 eV
band-edge g-factor: -14.00
eight-band spin splitting, n=0..4: 5.05  4.21  3.60  3.12  2.74 meV
eight-band mean spacings: 32.76  29.86  27.63  25.84 meV
spacings with free-electron term: 32.05  29.11  26.86  25.08 meV
barrier height used: 1.30 eV
finite-barrier E_n: 64.63  97.86  127.70  155.00  180.33 meV
finite-barrier spacings: 33.23  29.83  27.31  25.33 meV
sheet density: 1.0e+12 cm^-2
relative permittivity used: 15.0
band bending, centre to wall: 22.6 meV
mobility used: 1.0e+05 cm2/Vs
collision broadening hbar/tau at E_0: 0.34 meV
thermal energy at 4.2 K: 0.36 meV
thermal energy at 300 K: 25.85 meV
states per level, both spins: 4.836e+11 cm^-2
filled levels, both spins: 2.07
```
